Why the density from irreducible k points must be group-averaged

**Q:** I compute a crystal density from the irreducible k points alone and give each point the weight of its star. The potential has the full crystal symmetry, and the weights account for the points I left out. So the density I get should already be symmetric.

**A:** The weights account for the number of missing points, but not for the orientation of their densities. Let us fix what you are adding up. The potential V is real and spin-independent, and k runs over a mesh of N points that the crystal symmetry maps onto itself. Each k contributes

ρ_k(r) = 2 Σ_n f(ε_nk) |ψ_nk(r)|²,

with ψ_nk normalized in one cell, the factor 2 for spin, and an occupation f that depends on energy only. The crystal density and your sum are

ρ(r) = (1/N) Σ_{all k} ρ_k(r),
ρ_I(r) = Σ_{irreducible k} w_k ρ_k(r), w_k = s_k/N,

where s_k is the number of points in the star of k. The two agree if ρ_k is the same function for every member of a star. Is it?

**Q:** The energies are the same throughout a star, so I assumed the densities were too.

**A:** Take a symmetry operation g = {R|t}, which moves points by g r = Rr + t and functions by (gψ)(r) = ψ(g⁻¹r), with g⁻¹r = R⁻¹(r − t). Since g commutes with the Hamiltonian, gψ has the same energy as ψ. To find its wave vector, shift by a lattice vector L:

(gψ_k)(r + L) = ψ_k(g⁻¹r + R⁻¹L)
= exp(ik·R⁻¹L) (gψ_k)(r)
= exp(i(Rk)·L) (gψ_k)(r).

The second line is Bloch's theorem, because R⁻¹L is again a lattice vector. The third holds because rotating both vectors leaves a scalar product unchanged. So gψ_k belongs to Rk. A degenerate level causes no trouble: all its states have the same f, so its density does not depend on the basis chosen within it. Therefore

ε_n,Rk = ε_nk, but ρ_{Rk}(r) = ρ_k(g⁻¹r).

An energy is a number and does not turn. A density is a function and does.

**Q:** Then I can recover the missing densities by turning the ones I have. How often do I count each?

**A:** Let h be the number of operations, not counting lattice translations. Each member of the star is reached from k by h/s_k of them. Hence

Σ_g gρ_k = (h/s_k) Σ_{k′ in star} ρ_{k′}.

Multiply by w_k/h = s_k/(Nh). The factors h and s_k cancel:

(1/h) Σ_g w_k gρ_k = (1/N) Σ_{k′ in star} ρ_{k′}.

Summing over the irreducible points gives

ρ = Pρ_I, P = (1/h) Σ_g g.

The group average restores the full-mesh density; it is not a cosmetic smoothing. If time reversal was also used to shrink the set of k points, the result stands: for real V, ψ_k* is a state at −k, so ρ_{−k} = ρ_k, and one may stand for the other.

**Q:** Yet my electron count and band energy agree with the full mesh. Doesn't that show the density is right?

**A:** No, because both are insensitive to this error. The band energy is a weighted sum of f(ε_nk) ε_nk, which is the same throughout a star, so the weights alone get it right. Integrals linear in the density need one more step. Averaging twice changes nothing, so P² = P. Also ∫(gu)v = ∫u(g⁻¹v), by a change of variable, so P can be moved from one factor to the other. For the symmetric potential, PV = V and

∫ρ_I V = ∫ρ_I (PV) = ∫(Pρ_I) V = ∫ρV.

With V replaced by a constant, this is the electron count. A quadratic integral does see the error. Write ρ_I = ρ + δ, where Pδ = Pρ_I − Pρ = ρ − ρ = 0. The cross term is ∫ρδ = ∫(Pρ)δ = ∫ρ(Pδ) = 0, so

∫ρ_I² = ∫ρ² + ∫δ².

**Q:** Show me a case where δ is not zero.

**A:** Take a square cell of side a = 6 bohr. Put a well M at the corner and two equivalent wells X at the edge midpoints, A = (1/2, 0) and B = (0, 1/2) in units of a. Each well, repeated periodically, is

−U exp(−|r − τ|²/(2σ²)),

with σ = 0.8 bohr, U = 1.0 hartree for M and 1.5 hartree for X. Three noninteracting electrons per cell fill the bands with a Fermi function of kT = 0.02 hartree. These are round model parameters, not a material. The point group has h = 8 operations, with t = 0: four rotations and four mirrors. A quarter turn exchanges A and B.

I solved the Schrödinger equation by diagonalization in plane waves on a 4×4 mesh, once at all 16 points and once at the 6 irreducible ones. The basis is |k + G| ≤ 6 × 2π/a; raising the cutoff to 10 × 2π/a moves the six-decimal values quoted here and below by at most 2 in the last digit. Both give a band energy of −1.371198 hartree per cell. But integrate the density over a disc of radius 1.2 bohr around each X well. In units of 2π/(4a), the irreducible points give

k = (0,0), w = 1/16: A 0.482, B 0.482
k = (1,0), w = 1/4: A 0.583, B 0.628
k = (1,1), w = 1/4: A 0.727, B 0.727
k = (2,0), w = 1/8: A 1.165, B 0.958
k = (2,1), w = 1/4: A 1.149, B 1.021
k = (2,2), w = 1/16: A 1.093, B 1.093

in electrons. The points with kx = ky are unchanged by the mirror x↔y, which exchanges A and B, so their charges must agree. The others have no such protection. The weighted difference A − B, formed from the unrounded charges, is

0.25(−0.044) + 0.125(0.206) + 0.25(0.127) = 0.046 electrons.

Your sum gives A 0.859 and B 0.812 electrons, although the wells are equivalent. The full mesh gives 0.835 for both, which is the mean of your two values.

**Q:** What if I had picked the other half of the quadrant, with ky ≥ kx?

**A:** That set is the mirror image of yours, so A gets 0.812 and B gets 0.859. A physical density cannot depend on which representatives you choose. The group average of either set is the same.

**Q:** Does any symmetry survive in ρ_I?

**A:** Here the half turn does. It takes k to −k, and ρ_{−k} = ρ_k, so each ρ_k is unchanged by it. A quarter turn changes ρ_I by 5.5% of its own root-mean-square (rms) value. The mirror y→−y changes it by 0.17%. On this mesh that change comes from (1,1) alone, which the mirror takes to the different point (1,−1). For the other points, either this mirror or x→−x returns k to itself up to a reciprocal lattice vector, and the half turn then supplies the other mirror.

The distance between ρ_I and ρ is 2.77% of the rms value of ρ. The quadratic integral rises accordingly:

∫ρ² = 0.427846 bohr⁻²,
∫ρ² × (1 + 0.0277²) = 0.428174 bohr⁻²,

and the second number is ∫ρ_I².

**Q:** Surely a denser mesh removes a 3% error.

**A:** It does not. On 4×4, 8×8 and 12×12 meshes the rms error is 2.8%, 2.2% and 2.2%, and the charge difference is 0.046, 0.035 and 0.035 electrons. As the mesh is refined, ρ_I tends to the average of ρ_k over one wedge of the Brillouin zone. That is a well-defined function, but it is still the wrong one.

There are cases without error. If every mesh point is returned to itself, up to a reciprocal lattice vector, by the whole point group, as for k = 0 alone, each ρ_k is already symmetric. Another case is the limit of nonoverlapping orbitals whose bands are all completely filled. The sum over those bands is then the sum of the orbital densities, which does not depend on k.

**Q:** How do I carry out the average in an LAPW code? The density is stored as plane waves between the spheres and as angular functions inside them.

**A:** Each part gets its own form of P. Begin with the plane waves, ρ_I(r) = Σ_G ρ_I(G) exp(iG·r). Then

(gρ_I)(r) = Σ_G ρ_I(G) exp(iG·R⁻¹(r − t))
= Σ_G ρ_I(G) exp(i(RG)·(r − t)).

Rename G′ = RG, so G = R⁻¹G′, read off the coefficient of exp(iG′·r), and drop the prime:

ρ(G) = (1/h) Σ_g exp(−iG·t) ρ_I(R⁻¹G).

The vectors R⁻¹G form the star of G. When every t is zero, all members receive the plain mean. In our cell, in units of 2π/a, ρ_I has the coefficient 0.006092 bohr⁻² at (1,0) and 0.008511 bohr⁻² at (0,1). The half turn makes the coefficients at −G the same, so the star mean is

(0.006092 + 0.008511)/2 = 0.0073 bohr⁻²,

as on the full mesh.

**Q:** Can I use the plain star mean in any crystal?

**A:** Not when an operation comes with a fractional translation. A glide mirror does, and so can a rotation if the origin is not on its axis. For t = (1/2, 1/2)a and G = (1,2)2π/a, the phase is exp(−3πi) = −1, and the plain mean adds terms that should be subtracted.

To see the size of the effect, I replaced the wells by four X wells at (s, s+1/2), (−s, 1/2−s), (1/2−s, s) and (1/2+s, −s), in units of a, with s = 0.15. Now all four mirrors carry that translation. With the same electron number, kT and 4×4 mesh, averaging without the phases leaves an error of 24% of the rms density. With the phases, the full-mesh density returns to rounding accuracy.

**Q:** And inside the spheres?

**A:** In two dimensions the spheres are discs. My calculation used plane waves everywhere, so the discs serve only to analyze the density, but the symmetry rule is the one you need. Around atom α, with φ measured from the global x axis, write

ρ_I(τ_α + r) = Σ_m c_m^α(r) exp(imφ).

Let g carry atom β to atom α, up to a lattice vector. Then

(gρ_I)(τ_α + r) = ρ_I(τ_β + R⁻¹r).

So the average mixes the coefficients of different atoms. Let γ be the polar angle of the rotated x axis. A rotation has R⁻¹: φ → φ − γ, so c_m^α receives exp(−imγ) c_m^β. A reflection has R⁻¹: φ → γ − φ. Its term exp(im′(γ − φ)) contributes to exp(imφ) when m′ = −m, so c_m^α receives exp(−imγ) c_{−m}^β. Add all h contributions and divide by h.

In three dimensions, spherical harmonics replace exp(imφ), and each R mixes the m components of one l. The exchange of atoms is unchanged.

**Q:** A and B are equivalent. Can't I just average their coefficients?

**A:** For m = 0, yes; that gave 0.835 electrons. For m = 2, follow the eight operations. Four keep A in place: the identity, the half turn and the mirrors y→−y and x→−x. They have γ = 0 or π, so exp(−2iγ) = 1. The other four bring B to A and have γ = ±π/2, so exp(−2iγ) = −1. In each set, two are rotations and two are reflections:

c_2^A(averaged) = (1/8)[2(c_2^A + c_{−2}^A) − 2(c_2^B + c_{−2}^B)].

The density is real, so c_{−2} is the complex conjugate of c_2, and c_2 + c_{−2} = 2 Re c_2 = a_2, the coefficient of cos 2φ. The right-hand side is (a_2^A − a_2^B)/4. It is real, so no sin 2φ term is left, and doubling it gives

a_2^A(averaged) = (a_2^A − a_2^B)/2.

**Q:** Where does the minus sign come from physically?

**A:** From the surroundings. A has its M neighbours along x, and B has them along y. Turn the frame of B by 90°, so that φ′ = φ − 90° for B and φ′ = φ for A. Then both local axes point at M, and cos 2φ = cos(2φ′ + 180°) = −cos 2φ′ at B. The formula is the ordinary mean of the local coefficients. At the disc edge, r = 1.2 bohr, your sum has a_2^A = 0.012115 and a_2^B = −0.014779 bohr⁻² in global axes, so

rotated frames: (0.012115 + 0.014779)/2 = 0.013447 bohr⁻²,
global axes: (0.012115 − 0.014779)/2 = −0.001332 bohr⁻².

The first is the full-mesh value at A. It is positive, so at this radius the cos 2φ part adds density towards M. The second has the wrong sign and a tenth of the size. Applied to the correct density, the global mean would give zero and erase a real anisotropy.

**Q:** So are rotated frames and a mean over atoms enough?

**A:** You must also keep only the angular functions that the site symmetry allows: the lattice harmonics. Here the half turn about the site removes odd m, and the site mirrors remove the sines, which leaves cos 2jφ′ with j = 0, 1, 2 and so on. Your sum does contain a forbidden sin 2φ coefficient, 0.000126 bohr⁻² at both atoms in global axes. Turning the frame of B reverses its sign there, so the mean over atoms cancels it. The two values are equal for a reason special to this mesh. For every point except (1,1), the density ρ_k is unchanged by both axis mirrors, as shown above, and gives no sine term, and (1,1) is unchanged by x↔y, which exchanges A and B and leaves sin 2φ unchanged. A point lying on no mirror has neither property. On a mesh with more general k points, nothing forces that cancellation. The sum over all h operations includes those that leave the atom in place, so it makes the projection for you.

**Q:** If I skip all this, won't self-consistency repair the density?

**A:** I did not iterate to self-consistency, but the first step already breaks the symmetry of the potential, on which the weights rely. I added a model potential λρ_I with λ = 1 hartree bohr² to the wells and diagonalized again at k = (1,0) and (0,1). These points are equivalent, so their levels should coincide. Among the three lowest, the largest difference is 0.0033 hartree, or 89 meV. With the averaged density in place of ρ_I, the levels agree to rounding accuracy.

Once equivalent points have different energies, the star weights no longer have a basis. The symmetry must therefore be restored before the next diagonalization. For a potential linear in the density, as here, averaging the potential afterwards does the same job, because P(V + λρ_I) = V + λρ. For a nonlinear one the order matters: P(ρ_I²) = ρ² + 2ρPδ + P(δ²) = ρ² + P(δ²), which is not ρ². Averaging the density first gives the potential of ρ in either case.

**Q:** Could averaging ever do harm?

**A:** Yes, if the group is too large. P must contain only operations that leave the actual Hamiltonian unchanged. If a distortion makes A and B different, averaging them erases that difference. The k points must then be reduced with the smaller group as well, because the weights and the average rest on the same symmetry.
